# Quantum capacitance of a light-mass channel under a thin gate oxide

## Problem

A metal gate faces an electron layer through an oxide of equivalent oxide thickness (EOT) $t=0.5$ nm. The electrons occupy one parabolic subband of a single valley, with effective mass $m=0.04\,m_0$ and twofold spin degeneracy. The layer is connected to a grounded contact.

(a) Find the gate capacitance per area when the electrons are degenerate, and show that it is below one third of the oxide value.

(b) For which EOT and which mass would the ratio equal one third?

(c) Take a Fermi energy 0.2 eV above the subband edge. Find the electron density and how the gate overdrive is divided.

(d) Does a finite temperature endanger the inequality?

**Assumptions.** Electrostatics is treated in mean field, without exchange and correlation. Exchange is not negligible here: it lowers the voltage cost of added electrons, and a Hartree–Fock estimate for a gate-screened sheet raises the ratio found in (a) to about 0.29–0.32 at the density of (c), depending on the surrounding dielectrics. The gate is an ideal metal. There are no interface traps, and no field leaves the layer on the side away from the gate. Until Variation 2, the electron charge sits at the oxide interface. The EOT describes the insulator alone, so that

$$C_{ox}=\frac{\epsilon_{ox}}{t},\qquad \epsilon_{ox}=3.9\,\epsilon_0 .$$

Capacitance means the differential quantity $C=e\,dn/dV_G$, where $n$ is the electron density per area, $V_G$ the gate voltage and $e>0$ the elementary charge.

## Hints

1. Count the states inside the Fermi circle. How does the density depend on the Fermi energy?
2. The gate voltage must do two things when an electron is added: raise the field in the oxide, and make room for the electron above those already present. Write the voltage as a sum of these parts.
3. Differentiate the voltage with respect to charge, rather than the charge with respect to voltage.
4. Express the quantum capacitance as that of an oxide layer of a certain thickness. The Bohr radius then removes most of the constants.
5. For part (d), integrate the Fermi function over a constant density of states.

## Solution

### (a) The capacitance ratio

**Density of states.** In a periodic square of side $L$, the allowed wave vectors form a grid of spacing $2\pi/L$, so each occupies an area $(2\pi/L)^2$. The Fermi circle has area $\pi k_F^2$, and each wave vector holds two spins. Per unit area of the layer,

$$n=\frac{2}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{k_F^2}{2\pi}.$$

Let $E_1$ be the subband edge and $E_F$ the Fermi level. The parabolic dispersion gives $E_F-E_1=\hbar^2k_F^2/(2m)$, hence $k_F^2=2m(E_F-E_1)/\hbar^2$ and

$$n=D\,(E_F-E_1),\qquad D=\frac{m}{\pi\hbar^2}.$$

The density of states $D$ does not depend on energy.

**Voltage balance.** Let $\phi_s$ be the electrostatic potential at the oxide interface. An electron has potential energy $-e\phi_s$ there, so

$$E_1=-e\phi_s+\varepsilon_1,$$

where $\varepsilon_1$ is the subband energy measured from the interface potential energy. With all charge at the interface, $\varepsilon_1$ is a constant. Solving for $\phi_s$ and inserting $E_F$,

$$\phi_s=\frac{\varepsilon_1-E_1}{e}=\frac{E_F-E_1}{e}+\frac{\varepsilon_1-E_F}{e}.$$

The grounded contact fixes $E_F$, so the last term is constant. The gate carries the charge $+en$ per area that balances the electrons. By Gauss's law the field in the equivalent oxide is $en/\epsilon_{ox}$ (a thicker high-permittivity insulator of the same EOT has a lower field but the same voltage drop), and the gate lies above the interface in potential by $en\,t/\epsilon_{ox}=en/C_{ox}$. Adding the constant work-function difference,

$$V_G=\text{const}+\frac{E_F-E_1}{e}+\frac{en}{C_{ox}}.$$

**Series connection.** Substitute $E_F-E_1=n/D$ and differentiate with respect to the charge $en$:

$$\frac1C=\frac{dV_G}{d(en)}=\frac{1}{e^2D}+\frac1{C_{ox}}
=\frac1{C_q}+\frac1{C_{ox}},\qquad C_q=e^2D=\frac{e^2m}{\pi\hbar^2}.$$

The quantum capacitance $C_q$ is not a second dielectric. It records that added electrons must enter higher kinetic-energy states. A small mass means few states per energy interval, so each added electron costs more voltage.

Inverting the sum gives $C=C_qC_{ox}/(C_q+C_{ox})$, and therefore

$$\frac{C}{C_{ox}}=\frac{C_q}{C_q+C_{ox}}.$$

**Equivalent length.** Define $d_q$ as the thickness of oxide whose capacitance is $C_q$:

$$d_q=\frac{\epsilon_{ox}}{C_q}=\frac{3.9\,\pi\epsilon_0\hbar^2}{e^2m}.$$

The Bohr radius is $a_B=4\pi\epsilon_0\hbar^2/(m_0e^2)$, so $\pi\epsilon_0\hbar^2/(m_0e^2)=a_B/4$. Thus

$$d_q=\frac{3.9\,a_B}{4\,(m/m_0)}
=\frac{3.9\times0.05292\ \text{nm}}{4\times0.04}=1.290\ \text{nm}.$$

Since $C_q=\epsilon_{ox}/d_q$ and $C_{ox}=\epsilon_{ox}/t$, multiplying the numerator and denominator of the ratio by $t\,d_q/\epsilon_{ox}$ gives

$$\frac{C}{C_{ox}}=\frac{t}{t+d_q}=\frac{0.5}{0.5+1.290}=0.279<\frac13 .$$

This proves the inequality under the stated assumptions. In absolute terms, $C_{ox}=6.906$ and $C_q=2.677\ \mu\text{F/cm}^2$, so

$$C=0.2793\times6.906=1.93\ \mu\text{F/cm}^2=0.0193\ \text{F/m}^2 .$$

An explicit count of states in a large periodic box gives the ratio 0.2794, in agreement with the formula.

The two thickness limits show what is at stake in scaling. For $t\gg d_q$, $C$ approaches $C_{ox}$ and the band structure hardly matters. For $t\ll d_q$, $C$ approaches $C_q$: thinning the oxide further raises $C_{ox}$, but the gate capacitance saturates at $2.677\ \mu\text{F/cm}^2$ in this model.

### (b) Where the ratio reaches one third

All capacitances are positive, so the inequality may be multiplied out:

$$\frac{C_q}{C_q+C_{ox}}<\frac13
\iff 3C_q<C_q+C_{ox}
\iff C_q<\frac{C_{ox}}2
\iff t<\frac{d_q}{2}.$$

The last step uses $C_q/C_{ox}=t/d_q$. At $m=0.04\,m_0$ the limiting EOT is $1.290/2=0.645$ nm. At fixed $t$, inserting $d_q$ and solving for the mass gives

$$\frac{m}{m_0}<\frac{3.9\,a_B}{8t}
=\frac{3.9\times0.05292}{8\times0.5}=0.0516 .$$

The second limit also covers a nonparabolic band. At zero temperature a change $dE_F$ adds $D(E_F)\,dE_F$ electrons, so the derivation in (a) holds with $C_q=e^2D(E_F)$. The relevant mass is then $\pi\hbar^2D(E_F)$. If it rises from $0.04\,m_0$ at the band edge to more than $0.0516\,m_0$ at the Fermi level, the ratio exceeds one third.

The nonparabolicity typical of so light a mass is large enough for this, if the charge is kept at the interface and the confinement energy is ignored. Take the two-band dispersion $E(1+E/E_g)=\hbar^2k^2/(2m)$, with $E$ measured from the band edge and $E_g$ the gap. Since $n=k_F^2/(2\pi)$, differentiation gives $D(E)=(m/\pi\hbar^2)(1+2E/E_g)$. For $E_g=0.75$ eV and $E=0.2$ eV the relevant mass is $0.061\,m_0$, and the ratio is 0.373. This value describes a sheet of zero thickness; a real layer adds a confinement energy, which raises the mass further, and a thickness term, which lowers $C$ (Variation 2). The numbers in (c) belong to the parabolic model, not to a particular material.

### (c) Density and division of the overdrive

Here the overdrive is the gate voltage beyond the point at which $E_F=E_1$, calculated at zero temperature. With $D=1.671\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2}$,

$$n=1.671\times10^{13}\times0.2=3.34\times10^{12}\ \text{cm}^{-2}.$$

The filling of the band takes 0.2 V. Because $en=C_q\times0.2$ V, the oxide takes

$$\frac{en}{C_{ox}}=\frac{C_q}{C_{ox}}\times0.2\ \text{V}
=0.3876\times0.2\ \text{V}=0.0775\ \text{V}.$$

The overdrive is therefore 0.2775 V, most of it spent on the Fermi energy. If the oxide alone limited the charge, the same overdrive would induce $1.196\times10^{13}\ \text{cm}^{-2}$. The actual density is $3.34/11.96=0.279$ of this. It equals the differential ratio because, at zero temperature and with one subband, $n$ is proportional to the overdrive.

### (d) Finite temperature

Let $T$ be the temperature, $k_B$ Boltzmann's constant and $\eta=(E_F-E_1)/k_BT$. With $x=(E-E_1)/k_BT$,

$$n=Dk_BT\int_0^\infty\frac{dx}{1+e^{x-\eta}}
=Dk_BT\Big[-\ln\!\big(1+e^{\eta-x}\big)\Big]_0^\infty
=Dk_BT\ln(1+e^\eta).$$

The voltage balance is unchanged, but $C_q$ is now $e^2\,dn/d(E_F-E_1)$. Since $d\eta/d(E_F-E_1)=1/k_BT$,

$$C_q(T)=e^2D\,\frac{e^\eta}{1+e^\eta}=\frac{e^2D}{1+e^{-\eta}}<e^2D .$$

The ratio $C_q/(C_q+C_{ox})=1-C_{ox}/(C_q+C_{ox})$ increases with $C_q$. Its degenerate value is therefore an upper bound at any temperature, provided that other subbands remain empty.

At 300 K the results are:

| $E_F-E_1$ (eV) | $C_q$ ($\mu$F/cm²) | $C/C_{ox}$ |
|---:|---:|---:|
| −0.0517 | 0.319 | 0.044 |
| 0 | 1.339 | 0.162 |
| 0.2000 | 2.676 | 0.279 |

At the band edge $\eta=0$, and $C_q$ is half its degenerate value. In the dilute limit $\eta\to-\infty$, $\ln(1+e^\eta)\approx e^\eta$ and $C_q\approx e^2n/k_BT$, which vanishes with the density. At 0.2 eV the layer is already degenerate for the present purpose.

## Variation 1: a second valley or subband

**Question.** Does the inequality survive if a second, equal valley is occupied, or a second subband of the same mass?

**Solution.** Keep the charge at the interface and the spacing $E_2-E_1$ fixed. At zero temperature, with $E_F$ above both edges,

$$n=D(E_F-E_1)+D(E_F-E_2),\qquad \frac{dn}{dE_F}=2D ,$$

where the derivative is taken relative to the subband edges, which move together. Two equal valleys are the case $E_2=E_1$. In both cases $C_q$ doubles, and dividing numerator and denominator by $C_{ox}$ gives

$$\frac{C}{C_{ox}}=\frac{2C_q}{2C_q+C_{ox}}
=\frac{2\times0.3876}{1+2\times0.3876}=0.437>\frac13 .$$

The inequality fails. Here $C_q$ still denotes the value for one subband. State counting gives 0.4367 both for equal valleys and for subbands 0.05 eV apart. For degenerate electrons at the interface, the single-valley, single-subband condition is thus essential at this mass and EOT.

## Variation 2: an electron layer of finite thickness

**Question.** The electrons occupy a hard-wall body of width $w=5$ nm and relative permittivity 14, with mass $0.04\,m_0$ also in the confinement direction. Can the finite thickness lift the ratio above one third?

**Solution.** The energy $\varepsilon_1$ in the voltage balance now depends on $n$. Keeping it when differentiating gives

$$\frac1C=\frac1{C_{ox}}+\frac1{C_q}+\frac1{e^2}\frac{d\varepsilon_1}{dn}.$$

The question is the sign of the last term. Let $\rho(z)$ be the volume density, with $z=0$ at the oxide, and let $N(z)=\int_z^w\rho\,dz'$ be the density per area lying deeper than $z$. With no field at the back, Gauss's law gives the field $eN/\epsilon_s$ directed into the body, where $\epsilon_s$ is the body's permittivity. The electron potential energy, set to zero at the oxide, is

$$u(z)=\frac{e^2}{\epsilon_s}\int_0^zN(z')\,dz' .$$

The confinement and field energy per area is

$$\mathcal F[\rho]=\frac{\hbar^2}{2m}\int_0^w\left(\frac{d\sqrt\rho}{dz}\right)^2dz
+\frac{e^2}{2\epsilon_s}\int_0^wN^2\,dz .$$

Write $\varphi=\sqrt\rho$, which vanishes at the walls. Integrating the kinetic variation by parts, and exchanging the order of integration in the field term, yields

$$\delta\mathcal F=2\int_0^w\delta\varphi\left(-\frac{\hbar^2}{2m}\varphi''+u\varphi\right)dz .$$

For the self-consistent ground state the bracket is $\varepsilon_1\varphi$. Since $\delta n=2\int\varphi\,\delta\varphi\,dz$, it follows that $\delta\mathcal F=\varepsilon_1\,\delta n$. The minimum energy $\mathcal F(n)$ at fixed density therefore obeys $d\mathcal F/dn=\varepsilon_1$.

This minimum is convex in $n$. The kinetic integrand is proportional to $\rho'^2/\rho$, and for positive $b_1,b_2$

$$\frac{a_1^2}{b_1}+\frac{a_2^2}{b_2}-\frac{(a_1+a_2)^2}{b_1+b_2}
=\frac{(a_1b_2-a_2b_1)^2}{b_1b_2(b_1+b_2)}\ge0 .$$

Taking $a_i=\lambda_i\rho_i'$ and $b_i=\lambda_i\rho_i$, with positive weights satisfying $\lambda_1+\lambda_2=1$, proves convexity of the kinetic term. The field term is convex because it is a positive square of $N$, which is linear in $\rho$. Mixing the minimizing profiles for two densities gives a permitted profile for the mixed density. Its energy is at most the mixed energy, and the true minimum is no higher. Hence $d\varepsilon_1/dn=d^2\mathcal F/dn^2\ge0$: in this mean-field model, finite thickness cannot increase $C$.

**Low-density value.** The unperturbed hard-wall state has probability density $(2/w)\sin^2(\pi z/w)$. With $x=z/w$, the fraction of electrons deeper than $z$ is

$$G(x)=1-x+\frac{\sin2\pi x}{2\pi}.$$

To first order, $\varepsilon_1$ shifts by the average of $u$. Exchanging the order of integration turns this average into $(e^2nw/\epsilon_s)\int_0^1G^2dx$. The three parts of the square integrate to

$$\int_0^1G^2dx=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}
=\frac13+\frac5{8\pi^2}=0.3967 .$$

The middle part uses $\int_0^1(1-x)\sin2\pi x\,dx=1/(2\pi)$. The added series capacitance is thus $\epsilon_s/(0.3967\,w)$, or

$$6.906\times\frac{14}{3.9}\times\frac{0.5}{0.3967\times5}
=6.25\ \mu\text{F/cm}^2 .$$

**Working density.** At $n=3.34\times10^{12}\ \text{cm}^{-2}$ the self-consistent calculation gives $6.41\ \mu\text{F/cm}^2$, about 2.5% above the low-density value. The profile has adjusted to the field, which lowers the energy cost of added charge. The total becomes

$$\frac1C=\frac1{6.906}+\frac1{2.677}+\frac1{6.405}
\quad\Rightarrow\quad C=1.48\ \mu\text{F/cm}^2 ,$$

and the ratio falls to 0.215. The second subband lies 1.12 eV above the first, far beyond the 0.2 eV Fermi energy, so the single-subband condition holds. These values also belong to the parabolic model. In a narrow-gap semiconductor, the confinement energy of such a thin layer would raise the mass and reduce the subband spacing. With the two-band dispersion of (b), $E_g=0.75$ eV and $k^2$ replaced by $k^2+(j\pi/w)^2$ for subband $j$, the first subband lies 0.275 eV above the bulk edge and the second 0.48 eV higher. At $E_F-E_1=0.2$ eV the relevant mass is $0.091\,m_0$, and with the thickness term above the ratio is about 0.31; for a body of about 4 nm or less it would exceed one third. The Fermi level then lies about 0.5 eV or more above the bulk edge, so the occupation of satellite valleys must be examined for the material at hand.

## Computed values

```
Mass: 0.04 m0; EOT: 0.50 nm; oxide permittivity: 3.9
Bohr radius: 0.05292 nm
Density of states: 1.6709e+13 per eV per cm^2
Oxide capacitance C_ox: 6.906 uF/cm^2
Quantum capacitance C_q: 2.677 uF/cm^2
Total capacitance C: 1.929 uF/cm^2 = 0.01929 F/m^2
C_q/C_ox: 0.3876
C/C_ox, formula: 0.2793
C/C_ox, counted states: 0.2794
Quantum length d_q: 1.2899 nm of oxide
EOT limit for ratio 1/3 at given mass: 0.6449 nm
Mass limit for ratio 1/3 at given EOT: 0.0516 m0
C/C_ox, two filled steps, formula: 0.4367
C/C_ox, two equal valleys, counted: 0.4367
C/C_ox, two subbands 0.05 eV apart, counted: 0.4367
Fermi energy above E1: 0.200 eV
Electron density: 3.342e+12 cm^-2
Oxide voltage drop: 0.0775 V
Gate overdrive: 0.2775 V
Density from oxide alone: 1.196e+13 cm^-2
Temperature: 300 K; kT: 0.02585 eV
E_F-E1 = -0.0517 eV: n = 5.483e+10 cm^-2, C_q = 0.319 uF/cm^2, C/C_ox = 0.0442
E_F-E1 = 0.0000 eV: n = 2.994e+11 cm^-2, C_q = 1.339 uF/cm^2, C/C_ox = 0.1623
E_F-E1 = 0.2000 eV: n = 3.342e+12 cm^-2, C_q = 2.676 uF/cm^2, C/C_ox = 0.2793
Body width: 5.0 nm; body permittivity: 14
Self-consistent E1 from oxide-side potential: 0.4607 eV
Self-consistent E2-E1: 1.1217 eV
dF/dn by finite difference: 0.4607 eV
Low-density thickness factor, formula: 0.3967
Low-density thickness factor, numerical: 0.3966
Thickness capacitance at working density: 6.405 uF/cm^2
Total C with finite thickness: 1.483 uF/cm^2
C/C_ox with finite thickness: 0.2147
```
